Interface-Width Error in a Conservative Phase-Field Model of Dopant Trapping

A nanosecond laser pulse melts the outer hundred nanometres of an implanted silicon wafer. The melt then freezes from below at several metres per second. Dopant atoms that would be rejected into the liquid during slow growth are partly overrun and trapped in the crystal. A phase-field calculation spreads the solid–liquid front over a numerical width w, which may be wider than the real interface. The solid composition should then depend on the physical trapping law and not on w.

This section treats a model in which the solid composition is independent of w to first order. The remaining error is quadratic and is calculated for steady growth. The trapping law is an input; the model does not predict it.

**1. Physical model and trapping law**

The front is planar and moves toward larger x, from deep solid to the free surface, at constant speed V. The dopant is dilute, the liquid diffusivity D is constant, and solid diffusion is neglected.

Let c_l and c_s be the liquid and solid concentrations at a sharp front. The advancing crystal rejects dopant at the rate V(c_l − c_s) per unit area. Suppose that atoms cross back into the liquid at a net rate V_D(c_s − k_e c_l), where k_e is the equilibrium partition coefficient. This rate vanishes at equilibrium, and V_D is the trapping speed. Equating the two rates gives

V(c_l − c_s) = V_D(c_s − k_e c_l).

Collecting c_s on one side gives c_s(V + V_D) = c_l(V + k_e V_D), so that

κ = c_s/c_l = (k_e + V/V_D)/(1 + V/V_D).     (1)

For V ≪ k_e V_D this tends to k_e. For V ≫ V_D it tends to 1, which is complete trapping.

**2. Phase field and conservative dopant equations**

Let h be the liquid fraction, 0 in solid and 1 in liquid. With a relaxation rate R, take

∂t h = R[w²∂xx h − h(1−h)(1−2h)] − (V/w)h(1−h).     (2)

Set ξ = x − Vt and try h = 1/(1 + exp(−ξ/w)). Differentiation gives h′ = h(1−h)/w and h″ = h(1−h)(1−2h)/w². The bracket in (2) therefore vanishes, and ∂t h = −Vh′ equals the last term. The logistic front is an exact solution with speed V.

The bulk phases must also be stable. A small h in the solid decays at the rate R + V/w. A small 1−h in the liquid decays at the rate R − V/w, so R > V/w is required. In a numerical test with w = 0.50 nm and R = 4V/w, a front started 1.6 times too wide relaxed to the logistic shape within 3.2×10⁻⁴ in h. It travelled at 4.995 m/s when 5.0 m/s was prescribed. The dopant calculation uses the exact logistic front.

Let u be the concentration within the liquid, so that hu is liquid dopant per total volume. Let S be frozen dopant per total volume. As liquid disappears, dopant is frozen in at κ times the liquid concentration:

∂t S = −κu ∂t h,     (3)
∂t(hu) = ∂x(D h ∂x u) + κu ∂t h.     (4)

Since ∂t h is negative, S grows. Adding (3) and (4) cancels the transfer terms and leaves ∂t(hu + S) = ∂x(D h ∂x u). With no flux at the ends, the dose is conserved. Frozen dopant never returns to the liquid, which expresses the neglect of solid diffusion.

**3. Why the first-order width error vanishes**

In the frame of the front, ∂t h = −Vh′. Integrate (4) from deep solid to ξ:

D h ∂ξu = −Vhu + κV∫uh′dξ′ + (d/dt)∫hu dξ′,     (5)

with both integrals running from −∞ to ξ. Within the front u is uniform to leading order, so the first integral is uh. The last term is smaller by a factor of order w, because ∫h dξ′ = w ln(1 + exp(ξ/w)), and this divided by h remains of order w throughout the front and the solid tail. Dividing (5) by h gives

∂ξu = −(V/D)(1−κ)u + O(w).

This is the slope required by dopant balance at a sharp front, and it holds across the whole diffuse front. Hence u is linear there up to O(w²), and the liquid profile extrapolated to ξ = 0 agrees with u(0) to that order.

Now place ξ in the liquid, several w ahead. The weight h′ is even about ξ = 0, so the linear part of u drops out and ∫uh′dξ′ = u(0) + O(w²). Also, the integral of h minus a unit step is zero by symmetry. Replacing ∫hu by the sharp integral of u from 0 to ξ therefore costs O(w²). Equation (5) becomes

D∂ξu = −Vu + κVu(0) + (d/dt)∫₀^ξ u dξ′ + O(w²),

which is the integrated sharp-front balance.

The composition finally frozen at a fixed x is κ∫u(x,t)(−∂t h)dt. Its weight is even about the time when the front centre passes x, so the linear change of u in time also cancels. The argument requires u to vary smoothly over w and the front to be several w from the surface.

**4. The quadratic error in steady growth**

Define z = ξ/w, a = Vw/D and m = 1−κ. In steady growth (4) reads

D(hu′)′ + V(hu)′ − κVuh′ = 0.

Expand (hu)′, combine the two terms in uh′, use h′ = h(1−h)/w and divide by Dh/w². With primes now denoting d/dz,

u″ + (1−h+a)u′ + am(1−h)u = 0.

Put q = e^z and ϑ = q d/dq = d/dz. Since 1−h = 1/(1+q), multiplication by 1+q gives

[ϑ² + (1+a)ϑ + am]u + q[ϑ² + aϑ]u = 0.     (6)

Deep in the solid, q → 0 and u behaves as q^r with

P(r) = r² + (1+a)r + am = 0.

Both roots are negative, because their sum is negative and their product positive. Since P(−1) = −aκ < 0, the value −1 lies between them. The liquid dopant hu ~ q^(1+r) must vanish in the solid, which selects the larger root:

r = {−(1+a) + √[(1+a)² − 4am]}/2.

Insert u = q^r Σ C_n q^n into (6). If s is the other root, P(r+n) = n(n+r−s), and s = −1−a−r. The recurrence is

C_n/C_(n−1) = −(r+n−1)(r+a+n−1)/[n(n+1+a+2r)].

This is the series of the hypergeometric function F(α,β;δ;−q), with α = r, β = r+a and δ = 2+a+2r. Its behaviour at large q follows from the contour integral

F = [Γ(δ)/(Γ(α)Γ(β))](1/2πi)∫Γ(α+p)Γ(β+p)Γ(−p)/Γ(δ+p) q^p dp.

The contour separates the poles of Γ(−p) from the others. Closing it to the right reproduces the series. Closing it to the left gives leading terms from p = −α and p = −β. After multiplication by q^r, for 0 < a < 1,

u → A + B exp(−az),

B/A = Γ(−a)Γ(a+r)Γ(2+a+r)/[Γ(a)Γ(r)Γ(2+r)].     (7)

Steady conservation makes the solid composition equal to the far-liquid value A. The liquid profile extrapolated to the front centre is A + B. The effective partition coefficient is therefore k_eff = 1/(1 + B/A).

To expand for small a, use Γ(y) = Γ(1+y)/y to write

B/A = [−r/(a+r)][Γ(1−a)/Γ(1+a)][Γ(1+a+r)/Γ(1+r)][Γ(2+a+r)/Γ(2+r)].

Let γ be Euler's constant and Z = π²/6. To second order,

ln Γ(1+y) = −γy + Zy²/2,
ln Γ(2+y) = (1−γ)y + (Z−1)y²/2.

Solving P(r) = 0 order by order gives

r = −ma + mκa² + mκ(2m−1)a³ + ...

Hence (a+r)² − r² = (2κ−1)a² to second order. The three gamma ratios contribute to ln(B/A), in turn,

2γa,
−γa + (Z/2)(2κ−1)a²,
(1−γ)a + [(Z−1)/2](2κ−1)a².

Their sum is a + (Z − 1/2)(2κ−1)a². For the first factor,

−r = ma[1 − κa − κ(2m−1)a²],
a+r = κa[1 + ma + m(2m−1)a²].

Taking logarithms and using m + κ = 1,

ln[−r/(a+r)] = ln(m/κ) − a + (2κ−1)a²/2.

The linear terms cancel, leaving ln(B/A) = ln(m/κ) + Z(2κ−1)a². Since the derivative of k_eff with respect to ln(B/A) is −κ(1−κ) at leading order,

k_eff = κ − (π²/6)κ(1−κ)(2κ−1)a² + higher orders.     (8)

For sufficiently small a, the width raises k_eff for κ < 1/2 and lowers it for κ > 1/2. At larger a the higher orders can reverse the sign: for κ = 0.4, formula (7) gives an increase of 0.1% at a = 0.1 but a decrease of about 1% at a = 0.33. The quadratic term vanishes at κ = 1/2, and also at κ = 1, where there is no segregation. Direct integration of the steady equation, with the solid composition obtained from the frozen-in average, was compared with (7) for nine pairs of κ and a, up to a = 0.5. The largest relative difference in k_eff was 1.7×10⁻⁶.

**5. A closure that fails the width test**

Suppose instead that both phases stay in partition equilibrium throughout the front, so that the total concentration is [κ + mh]u, with the same flux −Dh∂x u. Steady growth then gives

hu′ = −a[(κ + mh)u − c_s].

Write u = (c_s/κ)(1−y), where y is zero deep in the solid. Substitution gives

y′ + aκy/h = am(1−y).

Where h is much smaller than aκ, the second term holds y near zero. Growth of y at the rate am begins near h ~ aκ, that is, at z ~ ln(aκ). At the front centre y is therefore about am ln[1/(aκ)], and to leading logarithm

k_eff ≈ κ{1 + am ln[1/(aκ)]}.

The error is first order in width, enhanced by a logarithm. The logarithmic part comes from exchange between the liquid and the solid tail after the front centre has passed. Exchange ahead of the centre adds a smaller first-order part. A correcting flux could compensate for it; none is included here.

**6. Discretization**

Use equal cells and label old and new times 0 and 1. For each cell let G = κ(h⁰ − h¹), and define

(Lu)_i = (DΔt/Δx²)[h_(i+1/2)(u_(i+1) − u_i) − h_(i−1/2)(u_i − u_(i−1))].

With implicit weight η, one step solves the tridiagonal system

(h¹ + ηG)u¹ − ηL¹u¹ = [h⁰ − (1−η)G]u⁰ + (1−η)L⁰u⁰,     (9)

and then updates

S¹ = S⁰ + G[ηu¹ + (1−η)u⁰].

The transfer terms in the two equations are identical with opposite signs, and the face fluxes cancel in the sum over cells. Conservation is therefore a property of the discrete equations, apart from rounding. The calculations use η = 0.55, Δx = 0.05 nm and Δt = Δx/V. Cells whose liquid fraction has fallen below 10⁻¹⁰ are closed, and their remaining dopant is added to S. The largest relative dose error in the six phase-field dopant runs was 3.5×10⁻¹².

The reference calculation has a sharp front and a liquid mesh that shrinks between front and surface. A mesh face moving at speed v passes D∂xC + vC into the cell on its left. At the front v = V, and the sharp balance −D∂xC = V(1−κ)C turns this expression into κVC, the rate at which dopant enters the solid.

**7. Worked example: bismuth in silicon**

The parameters are rough typical values: V = 5.0 m/s, D = 15 nm²/ns, k_e = 7.0×10⁻⁴ and V_D = 30 m/s. The dose is 3.0×10¹⁴ cm⁻² and the melt is 120 nm deep. Freezing starts from a chosen Gaussian centred 45 nm below the surface with a spread of 25 nm.

From (1), V/V_D = 0.1667 and

κ = (0.0007 + 0.1667)/1.1667 = 0.1435.

The diffusion length is D/V = 15/5 = 3.0 nm. For w = 0.25 nm, a = 0.25/3.0 = 0.083. The 10–90% width of the front is 2w ln 9 = 1.1 nm, so w itself is much smaller than the visible width. At w = 1.0 nm the 10–90% width is 4.4 nm and a = 0.33. Formula (7) then gives k_eff = 0.156, while the quadratic approximation (8) gives 0.159. At w = 0.25 nm both give 0.144.

The run stops with 10 nm of melt left, which still holds 28% of the initial melt dose. The final surface spike is therefore not predicted. At 40 nm depth the sharp reference gives 3.30×10¹⁹ cm⁻³. The irreversible model gives 3.30, 3.30 and 3.29×10¹⁹ cm⁻³ for w = 0.25, 0.50 and 1.0 nm. Between 25 and 100 nm depth, its largest errors relative to the reference are 0.12%, 0.38% and 1.35%. Each figure contains about 0.03 percentage points of mesh and time-step error. The mesh-converged values are 0.09%, 0.35% and 1.33%, all reached at 100 nm depth, in the initial transient.

The equilibrium closure, with the same κ, V, D and mesh, has largest errors of 23%, 37% and 53%. At 80 nm depth it gives 1.52, 1.63 and 1.76×10¹⁹ cm⁻³, against a reference of 1.31×10¹⁹ cm⁻³. Its initial liquid concentration is the same, but its initial solid tail contains κ times that concentration, whereas the irreversible run starts with equal solid and liquid concentrations. The starting contents are thus not identical. At 25 nm depth its error is only about 2%, so a single shallow measurement would be a weak test of width independence.

The observed orders of the irreversible model are 1.84 between 1.0 and 0.50 nm, and 1.64 between 0.50 and 0.25 nm. The drop below 2 is mostly due to small mesh and time-step errors that do not vanish with w; the mesh-converged errors give orders of 1.93 and 1.96. Differences between runs support this: at 40 nm depth the composition changes by 0.0044 and then by 0.0012, in units of 10¹⁹ cm⁻³, a ratio of 3.7, where a quadratic law gives 4. Extrapolation to zero width with that law leaves a largest error of 0.04%, which is the size of the mesh and time-step error.

At w = 1.0 nm the steady k_eff is about 9% too high, yet the profile error is at most 1.35%. Formula (8) is not an error estimate for a changing profile. The transient contains the rate term in (5), which is absent in steady growth, and the melt composition also responds to what has been frozen. These two influences have not been separated here.

**8. Meaning for a real melt**

In a real wafer heat flow changes the front speed, which breaks the assumption of constant V. Lowering V by 10%, with κ recalculated, lowers the composition at 40 nm by 6.3%. The density change on freezing, also roughly 10%, is neglected too. Raising D by 30% lowers the composition by 9.5%, and raising V_D by 20% lowers it by 4.2%. At 40 nm depth these three changes exceed the width error of the irreversible model; the comparison can differ at other depths. Solid diffusion over the 22 ns run covers only about 0.007 nm. An ideal-solution estimate of evaporation during freezing is below 0.1% of the dose; a dopant activity above the ideal value would raise the loss in proportion.

With 10 nm of melt left, the dopant lowers the equilibrium liquidus by about 2 K. With the trapping-dependent slope M derived below, the lowering is about 3.3 K, compared with a rough kinetic undercooling of 75 K. At a fixed interface temperature this would slow the front by about 4%.

The planar front can be checked by a marginal-stability estimate. Displace it by ε cos(Kx_∥), with K ≪ √κ V/D, and neglect the thermal gradient and changes of κ. The unperturbed liquid profile is taken as steady, so that its curvature at the front is −V/D times its gradient. Let g = −(V/D)(1−κ)c_l be the dopant gradient. The added liquid field decays as exp(−ωξ), with Dω ≈ V + D²K²/V. Dopant balance on the displaced front gives the concentration change

δc = gε(Dω − V)/(Dω − V + κV) ≈ gεD²K²/(κV²).

For a liquidus slope of magnitude M, the destabilizing temperature change −Mδc balances the capillary change Γ_c K²ε, where Γ_c is the capillary coefficient, at

V_abs = DM(1−κ)c_s/(κ²Γ_c).

For any K, Dω − V is at most D²K²/V, and the denominator in δc is at least κV. For a steady profile the small-K expression is therefore an upper bound on the magnitude of δc, and shorter waves are no less stable. Near the end of the run c_l at the front falls by 1–2% per nanosecond. This adds to δc a term that does not vanish with K and exceeds the bound for wavelengths longer than roughly 100 nm. Its size, up to about 0.1 K per nanometre of displacement, is small beside the neglected thermal gradient of order 1 K/nm in the solid.

Trapping alters M. Let concentrations now be atomic fractions, and let ΔT be the undercooling at which the total driving force for freezing vanishes. Per mole of crystal, a dilute ideal solution gives a host contribution LΔT/T − R_g T(c_l − c_s) and a dopant contribution −c_s R_g T ln(κ/k_e). Setting their sum to zero, with c_s = κc_l and ΔT = Mc_l, gives M = (R_g T²/L)[1 − κ + κ ln(κ/k_e)] per atomic fraction, with R_g the gas constant, T the melting temperature and L the molar latent heat. Rough silicon data, with κ and M taken at 5 m/s, then give V_abs ≈ 2 m/s at the end of the run, so the estimate predicts a stable planar front at 5 m/s. It does not follow that a front slowed to just above 2 m/s would stay planar, because κ falls with V. With κ from (1) at each speed and the same c_s, the limit lies near 3.5 m/s. The estimate scales with c_s, so a larger dose or the last few nanometres of melt could violate the planar assumption. The numerical output follows.

Calculated quantities

```
front speed 5.0 m/s, liquid diffusivity 15.0 nm^2/ns
k_e 7.0e-04, trapping speed V_D 30.0 m/s, kappa 0.1435
melt depth 120 nm, melt left at stop 10 nm
dose 3.0e+14 cm^-2, range 45 nm, spread 25 nm
diffusion length D/V 3.00 nm, freezing time 22.0 ns
solute transient time D/(kappa V^2) 4.18 ns
phase equation: speed 4.995 m/s, shape error 3.2e-04
steady formula vs integration, worst relative error 1.7e-06
w 0.25 nm: 10-90% width 1.10 nm, a 0.0833, k_eff 0.14441, quadratic 0.14446
w 0.50 nm: 10-90% width 2.20 nm, a 0.1667, k_eff 0.14707, quadratic 0.14746
w 1.00 nm: 10-90% width 4.39 nm, a 0.3333, k_eff 0.15603, quadratic 0.15947
solid composition in 1e19 cm^-3 at depths (nm): [80. 60. 40. 25.]
sharp reference: [1.3109 2.6155 3.2967 3.2633]
irreversible, w 0.25 nm: [1.3116 2.6162 3.2972 3.2636] max error 0.12 %
irreversible, w 0.50 nm: [1.3122 2.6155 3.296  3.263 ] max error 0.38 %
irreversible, w 1.00 nm: [1.3146 2.613  3.2916 3.2611] max error 1.35 %
equilibrium closure, w 0.25 nm: [1.52   2.8825 3.4607 3.3179] max error 23.2 %
equilibrium closure, w 0.50 nm: [1.6332 3.0158 3.5294 3.3292] max error 36.6 %
equilibrium closure, w 1.00 nm: [1.764  3.16   3.5935 3.3298] max error 53.1 %
observed orders: 0.5 to 0.25 nm 1.64, 1 to 0.5 nm 1.84
zero-width extrapolation, max error 0.04 %
largest relative dose error 3.5e-12
fraction of initial melt dose left in last melt 0.282
speed -10 %: composition at 40 nm changes -6.3 %
V_D +20 %: composition at 40 nm changes -4.2 %
D +30 %: composition at 40 nm changes -9.5 %
solid diffusion length 0.0066 nm
liquid dopant fraction at front at stop 4.29e-03
liquidus drop 2.02 K, kinetic undercooling 75 K
absolute-stability speed at stop 2.07 m/s
ideal evaporation loss bound 0.082 % of dose
```
